# Why No Single von Weizsäcker Coefficient Reproduces the Lindhard Response: verification in Python

```python
"""
Result under test: quantum hydrodynamics with a constant von Weizsaecker
coefficient lam cannot reproduce the Lindhard response chi0 of the 3D gas.
  hydrodynamics: chi = n q^2 / (w^2 - beta2 q^2 - lam q^4/4)
  static, q -> 0: lam = 1/9;  q -> infinity: lam = 1
  w^-4 term of chi0 at high frequency: lam = 1 for every q
  full q^4 term of the RPA plasmon w^2: lam = 1 + 36 pi kF/175
Symbols (Hartree atomic units): n density, kF Fermi wavevector, q wavevector,
w frequency, wp plasma frequency, u = w/(q kF), z = q/(2 kF).
G = w^2 - n q^2/chi0 is the quantity hydrodynamics sets to
beta2 q^2 + lam q^4/4. At small z and fixed u, G = B(u) kF^2 q^2
+ Lambda(u) q^4/4.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import xlogy

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
X_RAD, W_RAD = np.polynomial.legendre.leggauss(50)
X_ANG, W_ANG = np.polynomial.legendre.leggauss(120)


def fermi_wavevector(rs):
    return (9 * np.pi / 4) ** (1 / 3) / rs


def density(kF):
    return kF**3 / (3 * np.pi**2)


def chi0_definition(q, w, kF):
    """Lindhard sum over occupied momenta, by direct quadrature."""
    k = (0.5 * kF * (X_RAD + 1))[:, None]
    weight = (0.5 * kF * W_RAD)[:, None] * W_ANG[None, :] * k**2
    c = X_ANG[None, :]
    e = k**2 / 2
    e_plus = (k**2 + 2 * k * q * c + q**2) / 2
    e_minus = (k**2 - 2 * k * q * c + q**2) / 2
    terms = 1 / (w + e - e_plus) - 1 / (w + e_minus - e)
    return np.sum(weight * terms) / (2 * np.pi**2)


def chi_classical(q, w, kF):
    """Collisionless classical gas with the same momentum distribution."""
    u = w / (q * kF)
    mean = np.sum(W_ANG * 0.75 * (1 - X_ANG**2) / (u - X_ANG) ** 2)
    return density(kF) / kF**2 * mean


def kernel_G(q, w, kF):
    return w**2 - density(kF) * q**2 / chi0_definition(q, w, kF)


def S0(u):
    u = complex(u)
    return -3 + 1.5 * u * np.log((u + 1) / (u - 1))


def B_formula(u):
    return u**2 - 1 / S0(u)


def Lambda_formula(u):
    return 1 / ((u**2 - 1) ** 2 * S0(u) ** 2)


def static_L(z):
    """Static Lindhard function, equal to 1 at z = 0."""
    log_part = (1 - z**2) * np.log(1 + z) - (1 + z) * xlogy(1 - z, abs(1 - z))
    return 0.5 + log_part / (4 * z)


def static_L_principal_value(z, kF):
    q = 2 * kF * z
    integral = quad(lambda k: kF**2 - k**2, -kF, kF, weight="cauchy",
                    wvar=-q / 2, epsabs=1e-13, epsrel=1e-12)[0]
    chi = -integral / (2 * np.pi**2 * q)
    return -chi * np.pi**2 / kF


def hydrodynamic_run(lam, q, kF, v0, t_end, steps):
    """Nonlinear fluid at rest, potential v0 cos(qx) switched on at t = 0."""
    N = 16
    x = 2 * np.pi * np.arange(N) / (N * q)
    k = q * np.fft.fftfreq(N, 1 / N)
    k_odd = k.copy()
    k_odd[N // 2] = 0

    def ddx(f):
        return np.fft.ifft(1j * k_odd * np.fft.fft(f)).real

    def rhs(y):
        n, v = y
        root = np.sqrt(n)
        curvature = np.fft.ifft(-k**2 * np.fft.fft(root)).real
        mu = 0.5 * (3 * np.pi**2 * n) ** (2 / 3) - 0.5 * lam * curvature / root
        return np.array([-ddx(n * v), -v * ddx(v) - ddx(mu + v0 * np.cos(q * x))])

    y = np.array([np.full(N, density(kF)), np.zeros(N)])
    dt = t_end / steps
    for _ in range(steps):
        a = rhs(y)
        b = rhs(y + dt * a / 2)
        c = rhs(y + dt * b / 2)
        d = rhs(y + dt * c)
        y = y + dt * (a + 2 * b + 2 * c + d) / 6
    return 2 * np.mean(y[0] * np.cos(q * x))


def plasmon(q, kF, response):
    wp = np.sqrt(4 * np.pi * density(kF))
    low = max(wp, 1.01 * (q * kF + q**2 / 2))
    return brentq(lambda w: 1 - 4 * np.pi / q**2 * response(q, w, kF),
                  low, 2 * wp, xtol=1e-17, rtol=1e-15)


def plasmon_q4(kF, response):
    """q^4 coefficient of w^2, extrapolated from two small wavevectors."""
    wp2 = 4 * np.pi * density(kF)
    values = []
    for q in (0.05 * kF, 0.1 * kF):
        w = plasmon(q, kF, response)
        values.append((w**2 - wp2 - 0.6 * kF**2 * q**2) / q**4)
    return (4 * values[0] - values[1]) / 3


rs = 2.0
kF = fermi_wavevector(rs)
n = density(kF)
wp = np.sqrt(4 * np.pi * n)

# Hydrodynamic response against time integration of the nonlinear fluid.
for lam in (1 / 9, 1.0):
    q, v0, t_end = 0.8, 1e-5, 3.0
    Omega2 = kF**2 * q**2 / 3 + lam * q**4 / 4
    expected = -v0 * n * q**2 / Omega2 * (1 - np.cos(np.sqrt(Omega2) * t_end))
    found = hydrodynamic_run(lam, q, kF, v0, t_end, 600)
    assert abs(found / expected - 1) < 1e-4

# Small-q kernel at fixed u: intercept and slope in z^2.
z_fit = np.array([0.02, 0.03, 0.04])
for u in (0.5j, 1j, 3j, 1.5, 3.0):
    G_scaled = []
    for z in z_fit:
        q = 2 * kF * z
        G_scaled.append(kernel_G(q, u * q * kF, kF) / (q * kF) ** 2)
    coeff = np.linalg.solve(np.vander(z_fit**2, 3, increasing=True).astype(complex),
                            np.array(G_scaled, dtype=complex))
    assert abs(coeff[0] - B_formula(u)) < 1e-6
    assert abs(coeff[1] / Lambda_formula(u) - 1) < 2e-4
assert abs(Lambda_formula(1e-6j) - 1 / 9) < 1e-5
assert abs(B_formula(1e-6j) - 1 / 3) < 1e-5
assert abs(Lambda_formula(100j) - 1) < 1e-3
assert abs(B_formula(100j) - 0.6) < 1e-3
axis = np.array([Lambda_formula(1j * y).real for y in np.linspace(0.01, 20, 400)])
assert np.all(np.diff(axis) > 0) and axis[0] > 1 / 9 and axis[-1] < 1

# Static function from the principal-value integral, and its two limits.
for z in (0.05, 0.25, 0.5, 0.9, 2.0, 5.0):
    assert abs(static_L_principal_value(z, kF) - static_L(z)) < 1e-8


def lam_static(L, z):
    return (1 / L - 1) / (3 * z**2)


lam_small = lam_static(static_L_principal_value(0.05, kF), 0.05)
lam_large = lam_static(static_L_principal_value(20.0, kF), 20.0)
assert abs(lam_small - 1 / 9) < 3e-4
assert abs(lam_large - 1) < 3e-3

# Large q at a fixed nonzero frequency: recoil term and the next term.
q_big, w_fixed = 40 * kF, 0.3
G_big = kernel_G(q_big, w_fixed, kF)
lam_big = 4 * G_big / q_big**4
next_term = (G_big - q_big**4 / 4) / (q_big * kF) ** 2
assert abs(lam_big - 1) < 1e-3
assert abs(next_term + 0.2) < 1e-3

# Coefficient of w^-4 at high (imaginary) frequency, for small and large q.
lam_high = {}
for ratio in (0.5, 1.0, 3.0):
    q = ratio * kF
    A = []
    for W in (100.0, 200.0):
        w2 = -W**2
        A.append((w2 * (w2 * chi0_definition(q, 1j * W, kF) / (n * q**2) - 1)).real)
    A_limit = (4 * A[1] - A[0]) / 3
    lam_high[ratio] = 4 * (A_limit - 0.6 * kF**2 * q**2) / q**4
    assert abs(lam_high[ratio] - 1) < 1e-3

# Plasmon q^4 coefficient: full, classical part, and recoil part.
plasmon_rows = []
for r in (2.0, 5.0, 20.0):
    k = fermi_wavevector(r)
    full = plasmon_q4(k, chi0_definition)
    classical = plasmon_q4(k, chi_classical)
    assert abs(4 * full - (1 + 36 * np.pi * k / 175)) < 2e-3
    assert abs(classical - 12 / 175 * k**4 / (4 * np.pi * density(k))) < 5e-4
    assert abs(4 * (full - classical) - 1) < 2e-3
    plasmon_rows.append((r, full, classical, 4 * full, 4 * (full - classical)))

print(f"Model gas: r_s = {rs:.1f} bohr, kF = {kF:.4f} bohr^-1")
print(f"density n = {n:.5f} bohr^-3")
print(f"plasma frequency wp = {wp:.4f} hartree = {wp * HARTREE_EV:.2f} eV")
print(f"static lambda from integral at q = 0.1 kF: {lam_small:.4f}")
print(f"static lambda from integral at q = 40 kF: {lam_large:.4f}")
print(f"lambda from G at q = 40 kF, w = {w_fixed} hartree: {lam_big:.4f}")
print(f"next large-q term of G / (kF^2 q^2): {next_term:.4f}")
for ratio, value in lam_high.items():
    print(f"lambda from w^-4 term, q = {ratio:.1f} kF: {value:.4f}")
print("Static response -chi0 pi^2/kF (dimensionless):")
print("q/kF  Lindhard  lam=1/9  lam=1  required lam")
for ratio in (0.5, 1.0, 2.0, 4.0):
    z = ratio / 2
    L = static_L(z)
    ninth, one = 1 / (1 + z**2 / 3), 1 / (1 + 3 * z**2)
    print(f"{ratio:.1f}  {L:.4f}  {ninth:.4f}  {one:.4f}  {lam_static(L, z):.4f}")
print("Small-q kernel at w = i y q kF (dimensionless):")
print("y  B  Lambda")
for y in (0.01, 0.1, 0.5, 1.0, 3.0, 10.0):
    print(f"{y:.2f}  {B_formula(1j * y).real:.4f}  {Lambda_formula(1j * y).real:.4f}")
print("Plasmon q^4 coefficient of w^2 (atomic units):")
print("r_s  full  classical  lam for full  lam for recoil")
for r, full, classical, lam_full, lam_recoil in plasmon_rows:
    print(f"{r:.0f}  {full:.4f}  {classical:.4f}  {lam_full:.4f}  {lam_recoil:.4f}")
lam_eff = 1 + 36 * np.pi * kF / 175
print(f"effective plasmon lambda by formula, r_s = 2: {lam_eff:.4f}")
print("Plasmon energies (hartree), hydrodynamics with beta2 = 3 kF^2/5:")
print("q/kF  RPA  lam=1/9  lam=1  lam=effective")
for ratio in (0.3, 0.5):
    q = ratio * kF
    w_rpa = plasmon(q, kF, chi0_definition)
    w_h = [np.sqrt(wp**2 + 0.6 * kF**2 * q**2 + lam * q**4 / 4)
           for lam in (1 / 9, 1.0, lam_eff)]
    print(f"{ratio:.1f}  {w_rpa:.5f}  {w_h[0]:.5f}  {w_h[1]:.5f}  {w_h[2]:.5f}")
print(f"RPA plasmon at q = 0.5 kF: {w_rpa * HARTREE_EV:.2f} eV")
w_static = np.sqrt(wp**2 + kF**2 * q**2 / 3 + q**4 / 36)
print(f"static parameters (beta2 = kF^2/3, lam = 1/9): {w_static:.5f} hartree")
print("all tests passed")
```

Running it gives:

```
Model gas: r_s = 2.0 bohr, kF = 0.9596 bohr^-1
density n = 0.02984 bohr^-3
plasma frequency wp = 0.6124 hartree = 16.66 eV
static lambda from integral at q = 0.1 kF: 0.1113
static lambda from integral at q = 40 kF: 0.9987
lambda from G at q = 40 kF, w = 0.3 hartree: 0.9995
next large-q term of G / (kF^2 q^2): -0.2001
lambda from w^-4 term, q = 0.5 kF: 1.0000
lambda from w^-4 term, q = 1.0 kF: 1.0000
lambda from w^-4 term, q = 3.0 kF: 1.0000
Static response -chi0 pi^2/kF (dimensionless):
q/kF  Lindhard  lam=1/9  lam=1  required lam
0.5  0.9789  0.9796  0.8421  0.1150
1.0  0.9120  0.9231  0.5714  0.1287
2.0  0.5000  0.7500  0.2500  0.3333
4.0  0.0880  0.4286  0.0769  0.8634
Small-q kernel at w = i y q kF (dimensionless):
y  B  Lambda
0.01  0.3385  0.1146
0.10  0.3808  0.1497
0.50  0.4967  0.3568
1.00  0.5533  0.6032
3.00  0.5928  0.9202
10.00  0.5993  0.9921
Plasmon q^4 coefficient of w^2 (atomic units):
r_s  full  classical  lam for full  lam for recoil
2  0.4050  0.1550  1.6201  1.0000
5  0.3120  0.0620  1.2481  1.0000
20  0.2655  0.0155  1.0620  1.0000
effective plasmon lambda by formula, r_s = 2: 1.6201
Plasmon energies (hartree), hydrodynamics with beta2 = 3 kF^2/5:
q/kF  RPA  lam=1/9  lam=1  lam=effective
0.3  0.65104  0.64883  0.65000  0.65082
0.5  0.72841  0.70968  0.71793  0.72363
RPA plasmon at q = 0.5 kF: 19.82 eV
static parameters (beta2 = kF^2/3, lam = 1/9): 0.66868 hartree
all tests passed
```
